# Empty-lattice bands of a bcc crystal and its monovalent Fermi level: a numerical check

```python
"""Empty-lattice bands of the bcc lattice and the monovalent Fermi level.

Result under test: with wave vectors kappa in units 2 pi/a and energies eps in
units E0 = (1/2)(2 pi/a)^2 hartree, the bands are eps = |kappa + g|^2, where g
has integer components with even sum.  The tables below list, for each line
from Gamma, every band that comes to eps <= 3, as (c2, c1, c0, degeneracy) with
eps = c2 x^2 + c1 x + c0.  Degeneracies count orbitals without spin.  One
electron per atom gives eps_F = (3/(4 pi))^(2/3), below the level 1/2 at N.
"""
import itertools
from collections import Counter
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# line name: (direction, x at the end point, band table)
LINES = {
    "Gamma-H": ((1, 0, 0), 1.0, [
        (1, 0, 0, 1), (1, -4, 4, 1), (1, -2, 2, 4),
        (1, 0, 2, 4), (1, 2, 2, 4), (1, -4, 6, 4)]),
    "Gamma-N": ((1, 1, 0), 0.5, [
        (2, 0, 0, 1), (2, -4, 2, 1), (2, -2, 2, 4), (2, 0, 2, 2),
        (2, 2, 2, 4), (2, 4, 2, 1), (2, -4, 4, 2)]),
    "Gamma-P": ((1, 1, 1), 0.5, [
        (3, 0, 0, 1), (3, -4, 2, 3), (3, 0, 2, 6),
        (3, 4, 2, 3), (3, -4, 4, 3), (3, -8, 6, 3)]),
}
CEILING = 3.2  # comparison window, slightly above eps = 3

# Reciprocal vectors from the direct primitive vectors (in units of a)
direct = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
reciprocal = np.linalg.inv(direct).T


def reciprocal_vectors(reach):
    span = range(-reach, reach + 1)
    return np.array(list(itertools.product(span, repeat=3))) @ reciprocal


def enumerated_levels(kappa):
    levels = np.sum((np.asarray(kappa) + reciprocal_vectors(4))**2, axis=1)
    return np.sort(levels[levels < CEILING])


def table_levels(table, x):
    levels = [c2*x*x + c1*x + c0
              for c2, c1, c0, deg in table for _ in range(deg)]
    return np.sort([e for e in levels if e < CEILING])


def finite_difference_levels(kappa, m=12):
    """Bloch eigenvalues of -laplacian on a grid of one primitive cell.

    Uses a sixth-order stencil with spacing a/m and only direct translations.
    """
    half = m // 2
    points = np.array(list(itertools.product(range(m), range(m), range(half))))
    size = len(points)
    rows = np.arange(size)
    ham = np.zeros((size, size), dtype=complex)
    scale = m**2 / (2*np.pi)**2
    ham[rows, rows] = 3 * (49/18) * scale
    for axis in range(3):
        for step, weight in ((1, 3/2), (2, -3/20), (3, 1/90)):
            for sign in (1, -1):
                target = points.copy()
                target[:, axis] += sign * step
                folded = target - half * (target[:, 2:3] // half)
                folded[:, :2] %= m
                translation = (target - folded) / m
                phase = np.exp(2j*np.pi * (translation @ np.asarray(kappa)))
                cols = (folded[:, 0]*m + folded[:, 1])*half + folded[:, 2]
                ham[rows, cols] -= weight * scale * phase
    assert np.allclose(ham, ham.conj().T)
    return np.linalg.eigvalsh(ham)


# Band tables against enumeration and against the real-space Hamiltonian
largest_fd_deviation = 0.0
for name, (direction, x_end, table) in LINES.items():
    direction = np.array(direction, dtype=float)
    for x in np.linspace(0, x_end, 41):
        found, listed = enumerated_levels(x*direction), table_levels(table, x)
        assert len(found) == len(listed), (name, x)
        assert np.allclose(found, listed, atol=1e-10), (name, x)
    for fraction in (0.0, 0.37, 1.0):
        x = fraction * x_end
        listed = table_levels(table, x)
        computed = finite_difference_levels(x*direction)[:len(listed)]
        deviation = np.max(np.abs(computed - listed))
        largest_fd_deviation = max(largest_fd_deviation, deviation)
# stencil error is about eps*(k*spacing)^6/560, below 0.005 in this window
assert largest_fd_deviation < 0.01

# Degeneracies at the symmetry points
POINTS = {"Gamma": (0, 0, 0), "H": (1, 0, 0),
          "N": (0.5, 0.5, 0), "P": (0.5, 0.5, 0.5)}
CLAIMED = {"Gamma": {0: 1, 2: 12}, "H": {1: 6, 3: 8},
           "N": {0.5: 2, 1.5: 4, 2.5: 4}, "P": {0.75: 4, 2.75: 12}}
degeneracies = {}
for name, kappa in POINTS.items():
    counted = Counter(float(round(e, 8)) for e in enumerated_levels(kappa))
    assert dict(counted) == CLAIMED[name], name
    degeneracies[name] = sorted(counted.items())


# Fermi level by filling states on a mesh of the reciprocal primitive cell
def mesh_energies(n, offset):
    axes = [(np.arange(n) + shift)/n - 0.5 for shift in offset]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    kappa = grid @ reciprocal
    g = reciprocal_vectors(2)
    return (np.sum(kappa**2, 1)[:, None] + 2*kappa @ g.T
            + np.sum(g**2, 1)[None, :])


kappa_f = (3/(4*np.pi))**(1/3)
eps_f = kappa_f**2
eps_n = degeneracies["N"][0][0]
z_touch = np.pi*np.sqrt(2)/3

n_mesh = 40
energies = mesh_energies(n_mesh, (0.31, 0.17, 0.43))
occupied = n_mesh**3 // 2  # one electron per cell, two per orbital
eps_f_mesh = np.sort(energies[energies < 1])[occupied - 1]
z_touch_mesh = 2*np.count_nonzero(energies < eps_n)/n_mesh**3
# tolerances cover the counting error of a finite mesh
assert abs(eps_f_mesh - eps_f) < 0.002
assert abs(z_touch_mesh - z_touch) < 0.01
del energies

# A mesh containing N: the second band must start at the N level
two_lowest = np.partition(mesh_energies(24, (0, 0, 0)), 1, axis=1)[:, :2]
second_band_bottom = two_lowest[:, 1].min()
assert abs(second_band_bottom - eps_n) < 1e-10
assert eps_f < second_band_bottom

# Worked example: model metal with a round lattice constant
a = 8.0
e0 = 0.5*(2*np.pi/a)**2
density = 1/(abs(np.linalg.det(direct))*a**3)
k_f = (3*np.pi**2*density)**(1/3)
k_n = 2*np.pi/a*np.linalg.norm(POINTS["N"])
fermi, level_n = 0.5*k_f**2, 0.5*k_n**2
assert abs(fermi/e0 - eps_f) < 1e-12

print("Bands eps = c2 x^2 + c1 x + c0 (units of E0), degeneracy without spin")
for name, (direction, x_end, table) in LINES.items():
    print(f"{name}: x from 0 to {x_end}")
    for c2, c1, c0, deg in table:
        end = c2*x_end**2 + c1*x_end + c0
        print(f"  {c2} x^2 {c1:+d} x {c0:+d}: degeneracy {deg}, "
              f"Gamma {c0:.2f}, end {end:.2f}")
print("Levels up to eps = 3 (units of E0) and total degeneracy")
for name, levels in degeneracies.items():
    print(f"  {name}: " + ", ".join(f"{e:.2f} ({d})" for e, d in levels))
print(f"Largest finite-difference deviation: {largest_fd_deviation:.4f} E0")
print(f"Fermi radius: {kappa_f:.4f} (2 pi/a)")
print(f"Fermi level, formula: {eps_f:.4f} E0")
print(f"Fermi level, mesh filling: {eps_f_mesh:.4f} E0")
print(f"Bottom of second band, mesh: {second_band_bottom:.4f} E0")
print(f"N level minus Fermi level: {eps_n - eps_f:.4f} E0")
print(f"Fermi level / N level: {eps_f/eps_n:.4f}")
for name in ("H", "N", "P"):
    distance = np.linalg.norm(POINTS[name])
    print(f"Distance Gamma-{name}: {distance:.4f} (2 pi/a); "
          f"Fermi crossing at fraction {kappa_f/distance:.4f}")
print(f"Electrons per atom at contact with N, formula: {z_touch:.4f}")
print(f"Electrons per atom at contact with N, mesh: {z_touch_mesh:.4f}")
print(f"Example: a = {a:.1f} bohr, E0 = {e0:.5f} hartree")
print(f"Electron density: {density:.6f} bohr^-3")
print(f"k_F = {k_f:.5f} bohr^-1, |N| = {k_n:.5f} bohr^-1")
print(f"Fermi energy: {fermi:.5f} hartree = {fermi*HARTREE_EV:.3f} eV")
print(f"Lowest N level: {level_n:.5f} hartree = {level_n*HARTREE_EV:.3f} eV")
print(f"N level minus Fermi energy: {level_n - fermi:.5f} hartree"
      f" = {(level_n - fermi)*HARTREE_EV:.3f} eV")
print("tests ok")
```

Printed output:

```
Bands eps = c2 x^2 + c1 x + c0 (units of E0), degeneracy without spin
Gamma-H: x from 0 to 1.0
  1 x^2 +0 x +0: degeneracy 1, Gamma 0.00, end 1.00
  1 x^2 -4 x +4: degeneracy 1, Gamma 4.00, end 1.00
  1 x^2 -2 x +2: degeneracy 4, Gamma 2.00, end 1.00
  1 x^2 +0 x +2: degeneracy 4, Gamma 2.00, end 3.00
  1 x^2 +2 x +2: degeneracy 4, Gamma 2.00, end 5.00
  1 x^2 -4 x +6: degeneracy 4, Gamma 6.00, end 3.00
Gamma-N: x from 0 to 0.5
  2 x^2 +0 x +0: degeneracy 1, Gamma 0.00, end 0.50
  2 x^2 -4 x +2: degeneracy 1, Gamma 2.00, end 0.50
  2 x^2 -2 x +2: degeneracy 4, Gamma 2.00, end 1.50
  2 x^2 +0 x +2: degeneracy 2, Gamma 2.00, end 2.50
  2 x^2 +2 x +2: degeneracy 4, Gamma 2.00, end 3.50
  2 x^2 +4 x +2: degeneracy 1, Gamma 2.00, end 4.50
  2 x^2 -4 x +4: degeneracy 2, Gamma 4.00, end 2.50
Gamma-P: x from 0 to 0.5
  3 x^2 +0 x +0: degeneracy 1, Gamma 0.00, end 0.75
  3 x^2 -4 x +2: degeneracy 3, Gamma 2.00, end 0.75
  3 x^2 +0 x +2: degeneracy 6, Gamma 2.00, end 2.75
  3 x^2 +4 x +2: degeneracy 3, Gamma 2.00, end 4.75
  3 x^2 -4 x +4: degeneracy 3, Gamma 4.00, end 2.75
  3 x^2 -8 x +6: degeneracy 3, Gamma 6.00, end 2.75
Levels up to eps = 3 (units of E0) and total degeneracy
  Gamma: 0.00 (1), 2.00 (12)
  H: 1.00 (6), 3.00 (8)
  N: 0.50 (2), 1.50 (4), 2.50 (4)
  P: 0.75 (4), 2.75 (12)
Largest finite-difference deviation: 0.0016 E0
Fermi radius: 0.6204 (2 pi/a)
Fermi level, formula: 0.3848 E0
Fermi level, mesh filling: 0.3848 E0
Bottom of second band, mesh: 0.5000 E0
N level minus Fermi level: 0.1152 E0
Fermi level / N level: 0.7697
Distance Gamma-H: 1.0000 (2 pi/a); Fermi crossing at fraction 0.6204
Distance Gamma-N: 0.7071 (2 pi/a); Fermi crossing at fraction 0.8773
Distance Gamma-P: 0.8660 (2 pi/a); Fermi crossing at fraction 0.7163
Electrons per atom at contact with N, formula: 1.4810
Electrons per atom at contact with N, mesh: 1.4805
Example: a = 8.0 bohr, E0 = 0.30843 hartree
Electron density: 0.003906 bohr^-3
k_F = 0.48722 bohr^-1, |N| = 0.55536 bohr^-1
Fermi energy: 0.11869 hartree = 3.230 eV
Lowest N level: 0.15421 hartree = 4.196 eV
N level minus Fermi energy: 0.03552 hartree = 0.967 eV
tests ok
```
